# Incremental Fock builds: screening threshold, accumulated error and rebuild interval: test program

```python
# Incremental Fock builds with density-weighted Schwarz screening (RHF, atomic units).
# G[X]_mn = sum_ls X_ls[(mn|ls) - (ml|ns)/2];  F = h + G;  P(F) = Aufbau density.
# Shell quartet (PQ|RS) is skipped if e = Q_PQ Q_RS max(d_PQ,d_RS,d_PR/2,d_PS/2,d_QR/2,d_QS/2) < tau,
# Q = shell-block max of sqrt((mn|mn)), d = shell-block max of |X|; R_tau[X] = skipped part of G[X].
# Under test: err_k = Gtilde_k - G[D_k] = -sum_j R_tau[dD_j], bounded by summed Schwarz bounds;
# m equal steps give -R_{m tau}[X]; steps (1-rho) rho^k X give -sum_q rho^{k_q} g_q[X];
# the damped step map (1-a) - a Delta^-1/2 g Delta^-1/2 (g = screened occ-virt kernel, Delta = orbital
# energy gaps) can have radius above 1, so dD stalls; once a step keeps nothing the build stays frozen,
# SCF converges to the solution for h+err, reported energy error Tr(D0 err)/2,
# variational error -Tr(err (D*-D0))/2; full rebuilds reset the error.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, lib
lib.num_threads(1)
EV = physical_constants['Hartree energy in eV'][0]
r_fh, spacing, tau, alpha = 1.75, 5.2, 1e-7, 0.5
atoms = []
for i in range(3):
    atoms += [['F', (0, 0, i*spacing)], ['H', (0, 0, i*spacing + r_fh)]]
mol = gto.M(atom=atoms, basis='6-31g', unit='Bohr', verbose=0)
n, nsh, nocc = mol.nao, mol.nbas, mol.nelectron//2
loc = mol.ao_loc_nr(); start, size = loc[:-1], np.diff(loc)
S = mol.intor('int1e_ovlp'); h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = np.ascontiguousarray(mol.intor('int2e').reshape(n, n, n, n))
supermat = (eri - 0.5*eri.transpose(0, 2, 1, 3)).reshape(n*n, n*n)

def block(uf, A):
    return uf.reduceat(uf.reduceat(np.abs(A), start, axis=0), start, axis=1)
def block_max(A):
    b = block(np.maximum, A); return np.maximum(b, b.T)
def expand(a):
    for ax in range(a.ndim):
        a = np.repeat(a, size, axis=ax)
    return a
Q = block_max(np.sqrt(np.abs(np.einsum('ijij->ij', eri))))
QQ = Q[:, :, None, None]*Q[None, None, :, :]
ti, tj = np.tril_indices(nsh); npair = len(ti); nuniq = npair*(npair + 1)//2
def count_unique(keep):
    m = keep[ti, tj][:, ti, tj].astype(int); return (int(m.sum()) + int(np.trace(m)))//2
def estimate(X):
    d = block_max(X)
    co = np.maximum(d[:, :, None, None], d[None, None, :, :])
    ex = np.maximum(np.maximum(d[:, None, :, None], d[:, None, None, :]),
                    np.maximum(d[None, :, :, None], d[None, :, None, :]))
    return QQ*np.maximum(co, 0.5*ex)
def build(X, w):            # G[X] with every shell quartet weighted by w
    if not w.any():
        return np.zeros((n, n))
    I = eri*expand(w)
    return (I.reshape(n*n, n*n) @ X.ravel()).reshape(n, n) - 0.5*np.einsum('ikjl,kl->ij', I, X)
def G_exact(X):
    return (supermat @ X.ravel()).reshape(n, n)
def skip_bound(X, keep):
    s = block(np.add, X); w = QQ*(~keep)
    return expand(np.einsum('pqrs,rs->pq', w, s) + 0.5*np.einsum('pqrs,qs->pr', w, s))
def aufbau(F):
    C = eigh(F, S)[1][:, :nocc]; return 2*C @ C.T
def comm(F, D):
    return F @ D @ S - S @ D @ F
tr = lambda A, B: float(np.sum(A*B))
mx = lambda A: float(np.abs(A).max())
fro = np.linalg.norm

def direct_build(X, t):     # loop over unique quartets, integrals on demand
    d = block_max(X).tolist(); q = Q.tolist(); A = np.zeros((n, n)); kept = 0
    sl = [slice(loc[i], loc[i+1]) for i in range(nsh)]
    pairs = list(zip(ti.tolist(), tj.tolist()))
    for a, (p, u) in enumerate(pairs):
        for b in range(a + 1):
            r, s = pairs[b]
            if q[p][u]*q[r][s]*max(d[p][u], d[r][s], 0.5*max(d[p][r], d[p][s], d[u][r], d[u][s])) < t:
                continue
            kept += 1
            w = (0.5 if p == u else 1)*(0.5 if r == s else 1)*(0.5 if a == b else 1)
            I = w*np.asarray(mol.intor_by_shell('int2e_sph', (p, u, r, s))).reshape(
                size[p], size[u], size[r], size[s])
            P_, U_, R_, S_ = sl[p], sl[u], sl[r], sl[s]
            A[P_, U_] += 2*np.einsum('ijkl,kl->ij', I, X[R_, S_])
            A[R_, S_] += 2*np.einsum('ijkl,ij->kl', I, X[P_, U_])
            A[P_, R_] -= 0.5*np.einsum('ijkl,jl->ik', I, X[U_, S_])
            A[U_, R_] -= 0.5*np.einsum('ijkl,il->jk', I, X[P_, S_])
            A[P_, S_] -= 0.5*np.einsum('ijkl,jk->il', I, X[U_, R_])
            A[U_, S_] -= 0.5*np.einsum('ijkl,ik->jl', I, X[P_, R_])
    return A + A.T, kept

mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.conv_tol_grad = 1e-8
E0 = mf.kernel(); assert mf.converged
Dg = np.asarray(mf.get_init_guess(key='minao')); Dg = 0.5*(Dg + Dg.T)
assert mx(G_exact(Dg) - np.asarray(mf.get_veff(mol, Dg))) < 1e-9
assert np.all(np.abs(eri) <= expand(QQ)*(1 + 1e-10) + 1e-14)
D0 = Dg.copy(); dex = []
for it in range(600):
    step = alpha*(aufbau(h + G_exact(D0)) - D0); D0 = D0 + step; dex.append(mx(step))
    if dex[-1] < 1e-11:
        break
D0 = aufbau(h + G_exact(D0))
assert abs(tr(D0, h + 0.5*G_exact(D0)) + mol.energy_nuc() - E0) < 1e-9

eps, C0 = eigh(h + G_exact(D0), S); Co, Cv = C0[:, :nocc], C0[:, nocc:]
gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
T = np.einsum('ma,ni->iamn', Cv, Co); T = (T + T.transpose(0, 1, 3, 2)).reshape(len(gap), n*n)
def step_spectrum(M, a):    # extreme eigenvalues of the linearised damped step map
    g = T @ M @ T.T; assert mx(g - g.T) < 1e-8
    ev = 1 - a - a*np.linalg.eigvalsh(g/np.sqrt(np.outer(gap, gap)))
    return ev.min(), ev.max()
def ynorm(X):
    return fro(np.sqrt(gap)*0.5*(Co.T @ S @ X @ S @ Cv).ravel())

def run(t, a, nmax, rebuild=0, force=None, dstop=1e-12, ledger=False):
    D, Dprev, log = Dg.copy(), None, []
    for k in range(nmax):
        full = k == 0 or (rebuild > 0 and k % rebuild == 0)
        X = D if full else D - Dprev
        est = estimate(X)
        if k == force:      # raise the threshold once, just above every estimate
            t = max(t, 1.01*est.max())
        keep = est >= t
        if full:
            Gt, bnd, led, tsum = np.zeros((n, n)), np.zeros((n, n)), np.zeros((n, n)), 0.0
        Gt = Gt + build(X, keep); bnd = bnd + skip_bound(X, keep); tsum += t
        err = Gt - G_exact(D)
        assert np.all(np.abs(err) <= bnd + 1e-11) and bnd.max() <= 2*n*n*tsum
        assert keep.sum() <= (QQ*mx(X) >= t).sum()
        if ledger:
            led = led - (build(X, ~keep) if keep.any() else G_exact(X)); assert mx(err - led) < 1e-11
        log.append(dict(d=mx(X), t=t, kept=count_unique(keep), e=mx(err), f=fro(err), b=bnd.max(), X=X))
        if rebuild == 0 and mx(X) < dstop:
            break
        if k < nmax - 1:
            Dprev, D = D, D + a*(aufbau(h + Gt) - D)
    return D, Gt, err, log
def freeze_step(log, a):
    kf = next(k for k, L in enumerate(log) if L['kept'] == 0)
    assert all(L['kept'] == 0 for L in log[kf:])
    assert mx(log[kf+1]['X'] - (1 - a)*log[kf]['X']) < 1e-13
    return kf

print(f"(HF)3 RHF/6-31G r_FH={r_fh} bohr spacing={spacing} bohr; n={n} shells={nsh} unique quartets={nuniq}")
print(f"E0 = {E0:.9f} Eh; tau={tau:.0e} Eh; alpha={alpha}; HOMO-LUMO gap {gap.min():.4f} Eh")
print(f"Qmax^2 = {Q.max()**2:.4f} Eh; sure-freeze dmax = {tau/Q.max()**2:.3e}; 2n^2 tau = {2*n*n*tau:.3e} Eh")
lo0, hi0 = step_spectrum(supermat, alpha); r0 = max(-lo0, hi0); robs = (dex[25]/dex[10])**(1/15)
print(f"unscreened: {len(dex)} steps to dmax<1e-11; map eigenvalues {lo0:.3f}..{hi0:.3f}; observed ratio {robs:.3f}")
assert len(dex) < 600 and r0 < 1 and robs < max(r0, 1 - alpha) + 0.03
K = 120
D, Gt, err, log = run(tau, alpha, K + 80, force=K, ledger=True)
print(f"step  dmax  tau/dmax(Eh)  kept  fraction  max|err|(Eh)  bound(Eh); threshold raised at step {K}")
for k in [0, 1, 5, 10, 15, 20, 30, 40, 60, 80, 100, K - 1, K, len(log) - 1]:
    L = log[k]
    print(f"{k:3d} {L['d']:.2e} {L['t']/L['d']:.2e} {L['kept']:6d} {L['kept']/nuniq:.4f} {L['e']:.2e} {L['b']:.2e}")
kf = freeze_step(log, alpha); assert kf == K and log[-1]['d'] < 1e-12
assert all(L['kept'] == 0 for L in log if L['d'] < tau/Q.max()**2)
assert log[12]['kept'] < log[0]['kept'] and log[K-1]['kept'] < 0.5*log[0]['kept']
assert log[K-1]['d'] > 100*dex[min(K - 2, len(dex) - 1)]
work = sum(L['kept'] for L in log[:40]); assert work < 40*log[0]['kept']
print(f"raised threshold {log[K]['t']:.3e} Eh; quartets in 40 steps: incremental {work}, "
      f"full about {40*log[0]['kept']}, ratio {work/(40*log[0]['kept']):.3f}")

los, his, coss, devs = [], [], [], []
for k in range(K - 12, K - 2):
    Xk, Xn = log[k]['X'], log[k+1]['X']
    I = eri*expand(estimate(Xk) >= tau); M = (I - 0.5*I.transpose(0, 2, 1, 3)).reshape(n*n, n*n)
    x = -0.5*(T @ (M @ Xk.ravel()))/gap
    pred = (1 - alpha)*Xk + alpha*2*(T.T @ x).reshape(n, n)
    devs.append(fro(pred - Xn)/fro(Xn))
    lo, hi = step_spectrum(M, alpha); los.append(lo); his.append(hi)
    assert ynorm(Xn) <= 1.02*max(-lo, hi)*ynorm(Xk)
    coss.append(tr(Xk, Xn)/(fro(Xk)*fro(Xn)))
print(f"plateau steps {K-12}-{K-3}: map eigenvalues min {min(los):.3f}, max {max(his):.3f}")
print(f"  cosine of successive dD {min(coss):.3f}..{max(coss):.3f}; linear-map deviation {max(devs):.1e}")
print(f"  Frobenius err at steps 60, 90, {K-1}: {log[60]['f']:.3e} {log[90]['f']:.3e} {log[K-1]['f']:.3e} Eh")
assert max(devs) < 0.02 and max(-min(los), max(his)) > 1

X10 = log[10]['X']; Gd, kd = direct_build(X10, tau)
assert kd == log[10]['kept'] and mx(Gd - build(X10, estimate(X10) >= tau)) < 1e-12
assert mx(Gd - G_exact(X10)) > 1e-10
print(f"direct loop at step 10: kept {kd}, skipped part max {mx(Gd - G_exact(X10)):.3e} Eh")

app, true = comm(h + Gt, D), comm(h + np.asarray(mf.get_veff(mol, D)), D)
print(f"frozen residual max: apparent {mx(app):.2e} Eh, true {mx(true):.3e} Eh; max|D*-D0| = {mx(D-D0):.3e}")
assert mx(true) > 100*mx(app) and mx(true + comm(err, D)) < 0.01*mx(true)
dE = tr(D, h + 0.5*Gt) + mol.energy_nuc() - E0; first = 0.5*tr(D0, err)
print(f"reported energy error {dE:.4e} Eh = {dE*EV:.4e} eV; Tr(D0 err)/2 = {first:.4e} Eh")
assert abs(dE - first) < 1e-10 + 0.01*abs(first)
keepf = estimate(D) >= tau; Rfull = build(D, ~keepf)
print(f"frozen err: max {mx(err):.3e}, Frobenius {fro(err):.3e} Eh")
print(f"full rebuild at D*: kept {count_unique(keepf)}, max {mx(Rfull):.3e}, Frobenius {fro(Rfull):.3e} Eh")
print(f"  ratio step {K-1}/rebuild {log[K-1]['f']/fro(Rfull):.2f}; rebuild energy error {-0.5*tr(D, Rfull):.3e} Eh")
assert fro(err) > 2*fro(Rfull) and log[K-1]['f'] > 2*fro(Rfull)

a2, dcut = 0.2, 1000*tau
log2 = run(tau, a2, 300, dstop=dcut)[3]; assert log2[-1]['d'] < dcut
kc = next(k for k, L in enumerate(log) if L['d'] < dcut); assert kc < K
print(f"first dmax<{dcut:.0e}: alpha={alpha} step {kc} err {log[kc]['f']:.3e} Eh; alpha={a2} step {len(log2)-1} "
      f"err {log2[-1]['f']:.3e} Eh; ratio {log2[-1]['f']/log[kc]['f']:.2f}")
assert log2[-1]['f'] > 1.2*log[kc]['f']

m, nst = 8, 80; D3, G3, err3, log3 = run(tau, alpha, nst, rebuild=m)
last = max(L['f'] for L in log3[-m:])
print(f"rebuild every {m}, {nst} steps: crude bound 2mn^2tau = {2*m*n*n*tau:.3e} Eh")
for k in (16, 40, 72):
    print(f"  Frobenius err before/after rebuild at step {k}: {log3[k-1]['f']:.3e} / {log3[k]['f']:.3e} Eh")
dE3 = tr(D3, h + 0.5*G3) + mol.energy_nuc() - E0
print(f"  last window max Frobenius {last:.3e} Eh; true residual {mx(comm(h+G_exact(D3), D3)):.3e} Eh")
print(f"  energy error {dE3:.3e} Eh = {dE3*EV:.3e} eV; max|D-D0| = {mx(D3-D0):.3e}")
assert last < log[K-1]['f']

X = D0 - Dg; eX = estimate(X); GX = G_exact(X); one = build(X, eX < tau)
ms = 10; acc = np.zeros((n, n))
for j in range(ms):
    Y = (Dg + (j + 1)*X/ms) - (Dg + j*X/ms); acc += build(Y, estimate(Y) >= tau)
pred = -build(X, eX < ms*tau)
print(f"X=D0-Dguess, dmax {mx(X):.4f}: one step err Frobenius {fro(one):.3e} Eh")
print(f"  {ms} equal steps {fro(acc-GX):.4e} Eh; one step at {ms} tau {fro(pred):.4e} Eh")
assert mx(acc - GX - pred) < 1e-11 and mx(pred + one) > 1e-9
rho = 0.6; acc = np.zeros((n, n)); k = 0
while True:
    Y = (1 - rho)*rho**k*X; keep = estimate(Y) >= tau
    if not keep.any():
        break
    acc += build(Y, keep); k += 1
kq = np.maximum(0, np.floor(np.log(tau/((1 - rho)*np.maximum(eX, 1e-300)))/np.log(rho)) + 1)
pred = -build(X, rho**kq)
print(f"  geometric rho={rho}: {k} active steps, tau/(1-rho) = {tau/(1-rho):.2e} Eh")
print(f"  stepped {fro(acc-GX):.4e} Eh; closed form {fro(pred):.4e} Eh")
assert mx(acc - GX - pred) < 1e-11 and kq.max() == k and mx(pred) < 2*n*n*tau/(1 - rho)
assert fro(pred) > fro(one)

tb, Kb = 1e-5, 40
D4, G4, err4, log4 = run(tb, alpha, Kb + 80, force=Kb); kb = freeze_step(log4, alpha); D4 = aufbau(h + G4)
mp = scf.RHF(mol); mp.chkfile = None; mp.conv_tol = 1e-12; mp.conv_tol_grad = 1e-8
hp = h + 0.5*(err4 + err4.T); mp.get_hcore = lambda *args: hp
mp.kernel(dm0=D0); assert mp.converged
var = mf.energy_tot(dm=D4) - E0; second = -0.5*tr(err4, D4 - D0)
print(f"tau={tb:.0e}, frozen at step {kb}: max err {mx(err4):.3e} Eh, max|D*-D0| {mx(D4-D0):.3e}")
print(f"  vs perturbed SCF {mx(mp.make_rdm1()-D4):.1e}; first order Tr(D0 err)/2 = {0.5*tr(D0, err4):.4e} Eh")
print(f"  variational error {var:.4e} Eh; -Tr(err dD)/2 = {second:.4e} Eh")
assert mx(mp.make_rdm1() - D4) < 0.01*mx(D4 - D0)
assert var > 0 and abs(var - second) < 0.05*second
print("PASS")
```

Printed output:

```
(HF)3 RHF/6-31G r_FH=1.75 bohr spacing=5.2 bohr; n=33 shells=21 unique quartets=26796
E0 = -299.976173624 Eh; tau=1e-07 Eh; alpha=0.5; HOMO-LUMO gap 0.7349 Eh
Qmax^2 = 5.4027 Eh; sure-freeze dmax = 1.851e-08; 2n^2 tau = 2.178e-04 Eh
unscreened: 63 steps to dmax<1e-11; map eigenvalues 0.218..0.746; observed ratio 0.690
step  dmax  tau/dmax(Eh)  kept  fraction  max|err|(Eh)  bound(Eh); threshold raised at step 120
  0 2.10e+00 4.76e-08  11993 0.4476 9.35e-07 3.33e-06
  1 1.72e-01 5.82e-07  11417 0.4261 9.28e-07 6.25e-06
  5 1.83e-02 5.46e-06  10085 0.3764 1.34e-06 2.16e-05
 10 1.62e-03 6.18e-05   8039 0.3000 3.82e-06 3.71e-05
 15 2.23e-04 4.49e-04   6406 0.2391 4.41e-06 4.58e-05
 20 3.56e-05 2.81e-03   4769 0.1780 4.65e-06 5.75e-05
 30 2.43e-06 4.12e-02   2362 0.0881 6.07e-06 7.52e-05
 40 2.49e-06 4.02e-02   1871 0.0698 1.22e-05 1.17e-04
 60 2.19e-06 4.56e-02   1623 0.0606 2.35e-05 2.20e-04
 80 2.24e-06 4.46e-02   1665 0.0621 3.72e-05 3.39e-04
100 2.16e-06 4.64e-02   1723 0.0643 5.07e-05 4.58e-04
119 2.31e-06 4.32e-02   1722 0.0643 6.34e-05 5.84e-04
120 2.15e-06 1.93e+00      0 0.0000 6.33e-05 6.00e-04
142 5.11e-13 8.09e+06      0 0.0000 6.31e-05 6.16e-04
raised threshold 4.139e-06 Eh; quartets in 40 steps: incremental 222222, full about 479720, ratio 0.463
plateau steps 108-117: map eigenvalues min -0.141, max 1.316
  cosine of successive dD 0.990..0.999; linear-map deviation 2.8e-04
  Frobenius err at steps 60, 90, 119: 1.540e-04 2.997e-04 4.424e-04 Eh
direct loop at step 10: kept 8039, skipped part max 8.855e-07 Eh
frozen residual max: apparent 2.70e-13 Eh, true 8.911e-05 Eh; max|D*-D0| = 1.960e-04
reported energy error 1.1694e-04 Eh = 3.1820e-03 eV; Tr(D0 err)/2 = 1.1694e-04 Eh
frozen err: max 6.307e-05, Frobenius 4.403e-04 Eh
full rebuild at D*: kept 12154, max 1.009e-06, Frobenius 3.444e-06 Eh
  ratio step 119/rebuild 128.45; rebuild energy error 3.598e-08 Eh
first dmax<1e-04: alpha=0.5 step 18 err 2.920e-05 Eh; alpha=0.2 step 40 err 7.355e-05 Eh; ratio 2.52
rebuild every 8, 80 steps: crude bound 2mn^2tau = 1.742e-03 Eh
  Frobenius err before/after rebuild at step 16: 1.765e-05 / 3.446e-06 Eh
  Frobenius err before/after rebuild at step 40: 2.938e-05 / 3.445e-06 Eh
  Frobenius err before/after rebuild at step 72: 3.058e-05 / 3.445e-06 Eh
  last window max Frobenius 3.090e-05 Eh; true residual 5.198e-06 Eh
  energy error -2.093e-05 Eh = -5.695e-04 eV; max|D-D0| = 7.073e-06
X=D0-Dguess, dmax 0.3501: one step err Frobenius 1.708e-06 Eh
  10 equal steps 2.6321e-05 Eh; one step at 10 tau 2.6321e-05 Eh
  geometric rho=0.6: 29 active steps, tau/(1-rho) = 2.50e-07 Eh
  stepped 1.4878e-05 Eh; closed form 1.4878e-05 Eh
tau=1e-05, frozen at step 40: max err 1.945e-03 Eh, max|D*-D0| 5.258e-03
  vs perturbed SCF 1.1e-09; first order Tr(D0 err)/2 = 1.0588e-03 Eh
  variational error 5.1982e-05 Eh; -Tr(err dD)/2 = 5.1849e-05 Eh
PASS
```
